# A failing check and its repair

Subject: Why the bulk energy zero is not the vacuum level.

```python
"""
Result under test: the energy zero of a bulk calculation is a convention, and
the work function is W = -vbar - (E_F - vbar), where vbar is the interior mean
of the ionic + Hartree potential energy measured from vacuum.  E_F - vbar is a
bulk quantity; vbar depends on the surface.

Model: bcc metal, valence Z, atomic sphere radius S, empty-core ions of radius
RC (potential 0 inside RC, -Z/r outside), LDA electrons.  Slabs use the ionic
potential averaged parallel to the surface.  Hartree atomic units internally;
all potentials are potential energies of an electron.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import erfc
from pyscf.dft import libxc

EV = physical_constants["Hartree energy in eV"][0]
Z, S, RC = 1.0, 4.0, 1.7
OMEGA = 4 * np.pi * S**3 / 3
N0 = Z / OMEGA
KF = (3 * np.pi**2 * N0) ** (1 / 3)
A_BCC = (2 * OMEGA) ** (1 / 3)


def v_xc(density):
    """LDA exchange-correlation potential, Perdew-Wang correlation."""
    n = np.maximum(density, 1e-16)
    rs = (3 / (4 * np.pi * n)) ** (1 / 3)
    a, a1 = 0.031091, 0.21370
    b1, b2, b3, b4 = 7.5957, 3.5876, 1.6382, 0.49294
    root = np.sqrt(rs)
    q0 = -2 * a * (1 + a1 * rs)
    q1 = 2 * a * (b1 * root + b2 * rs + b3 * rs * root + b4 * rs**2)
    dq1 = a * (b1 / root + 2 * b2 + 3 * b3 * root + 4 * b4 * rs)
    log = np.log1p(1 / q1)
    slope = -2 * a * a1 * log - q0 * dq1 / (q1**2 + q1)
    return -(3 * n / np.pi) ** (1 / 3) + q0 * log - rs * slope / 3


test_density = np.array([0.1 * N0, N0, 3 * N0])
library = libxc.eval_xc("LDA_X,LDA_C_PW", test_density)[1][0]
assert np.allclose(v_xc(test_density), library, atol=1e-5)
VXC0 = float(v_xc(N0))
MU_BULK = KF**2 / 2 + VXC0          # first-order E_F - vbar

# ---------------------------------------------------------------- ASA sphere
nodes, weights = np.polynomial.legendre.leggauss(200)


def radial_grid(lo, hi):
    return lo + (hi - lo) * (nodes + 1) / 2, weights * (hi - lo) / 2


def v_sphere(r, core):
    ion = np.where(r < core, 0.0, -Z / r)
    return ion + Z * (3 - r**2 / S**2) / (2 * S)


def shell_mean(lo, core):
    """Volume mean of the sphere potential between radius lo and S."""
    total = 0.0
    edges = [lo, core, S] if lo < core else [lo, S]
    for left, right in zip(edges[:-1], edges[1:]):
        r, w = radial_grid(left, right)
        total += np.sum(w * 4 * np.pi * r**2 * v_sphere(r, core))
    return total / (4 * np.pi * (S**3 - lo**3) / 3)


def cell_mean_formula(core, spread):
    return 2 * np.pi * Z / OMEGA * (core**2 - spread)


mean_asa = shell_mean(0.0, RC)
mean_point = shell_mean(0.0, 0.0)
assert abs(mean_asa - cell_mean_formula(RC, S**2 / 5)) < 1e-10
assert abs(mean_point + 3 * Z / (10 * S)) < 1e-10

# Ewald sum: point ions in a uniform background, potential of zero mean
eta = 2 / A_BCC
cube = np.array(np.meshgrid(*[np.arange(-6, 7)] * 3)).reshape(3, -1).T
sites = np.vstack([cube, cube + 0.5]) * A_BCC
dist = np.linalg.norm(sites, axis=1)
dist = dist[dist > 1e-9]
recip = cube[cube.sum(axis=1) % 2 == 0] * 2 * np.pi / A_BCC
g2 = np.sum(recip**2, axis=1)
g2 = g2[g2 > 1e-9]
phi_site = (np.sum(erfc(eta * dist) / dist)
            + 4 * np.pi / OMEGA * np.sum(np.exp(-g2 / (4 * eta**2)) / g2)
            - 2 * eta / np.sqrt(np.pi) - np.pi / (OMEGA * eta**2))
site_zero_mean = -Z * phi_site
site_asa_zero = 3 * Z / (2 * S)
offset_lattice = site_asa_zero - site_zero_mean   # mean seen from ASA zero
assert abs(offset_lattice / mean_point - 1) < 0.05  # sphere replaces polyhedron


def band_bottom(shift):
    """s state with zero slope at S: eigenvalue, kinetic energy, mean of v."""
    waves = [0.0] + [brentq(lambda x: np.sin(x) - x * np.cos(x),
                            m * np.pi, (m + 0.5) * np.pi) / S
                     for m in range(1, 40)]
    waves = np.array(waves)
    r1, w1 = radial_grid(0.0, RC)
    r2, w2 = radial_grid(RC, S)
    r, w = np.concatenate([r1, r2]), np.concatenate([w1, w2])
    basis = np.sinc(np.outer(waves, r) / np.pi)
    basis /= np.sqrt(np.sum(w * r**2 * basis**2, axis=1))[:, None]
    potential = (basis * (w * r**2 * (v_sphere(r, RC) + VXC0 + shift))) @ basis.T
    energies, vectors = np.linalg.eigh(np.diag(waves**2 / 2) + potential)
    c = vectors[:, 0]
    return energies[0], np.sum(c**2 * waves**2) / 2, c @ potential @ c


bottom, kinetic, _ = band_bottom(0.0)
SHIFT = 0.2
bottom_moved, _, v_moved = band_bottom(SHIFT)
assert abs(bottom_moved - bottom - SHIFT) < 1e-9
assert abs((bottom_moved - v_moved) - kinetic) < 1e-9
bottom_first_order = mean_asa + VXC0
assert 0 < bottom_first_order - bottom < 0.5 / EV

# One Fermi level, three energy zeros
r_touch = np.sqrt(3) * A_BCC / 4
interstitial = shell_mean(r_touch, RC)
ef_asa = mean_asa + MU_BULK
ef_zero_mean = MU_BULK
ef_muffin_tin = ef_asa - (interstitial + VXC0)


# --------------------------------------------------------------------- slabs
def build_slab(spacing, layers, points, vacuum):
    """Cell-centred grid, uniform-electron density, kernel, potentials."""
    h = spacing / points
    count = layers * points + 2 * int(round(vacuum / h))
    z = (np.arange(count) + 0.5 - count / 2) * h
    planes = (np.arange(layers) - (layers - 1) / 2) * spacing
    ionic = 2 * np.pi * N0 * spacing * np.sum(
        np.maximum(np.abs(z[:, None] - planes), RC), axis=1)
    uniform = np.where(np.abs(z) < layers * spacing / 2, N0, 0.0)
    distance = np.abs(z[:, None] - z)
    np.fill_diagonal(distance, h / 4)      # mean distance within own cell
    kernel = -2 * np.pi * h * distance
    return h, z, uniform, kernel, ionic


def solve_slab(spacing, layers, points):
    h, z, uniform, kernel, ionic = build_slab(spacing, layers, points, 18.0)
    size = len(z)
    areal = layers * spacing * N0
    frozen = ionic + kernel @ uniform
    potential = frozen + v_xc(uniform)
    # Thomas-Fermi screening turns the residual into a stable update
    lap = (2 * np.eye(size) - np.eye(size, k=1) - np.eye(size, k=-1)) / h**2
    screen = np.diag(4 * KF / np.pi * uniform / N0)
    update = np.linalg.solve(lap + screen, lap)
    hop = np.full(size - 1, -0.5 / h**2)
    converged = False
    for _ in range(350):
        eps, psi = eigh_tridiagonal(1 / h**2 + potential, hop, select="i",
                                    select_range=(0, 24))
        for m in range(1, len(eps)):
            fermi = (np.pi * areal + eps[:m].sum()) / m
            if fermi <= eps[m]:
                break
        filling = np.maximum(fermi - eps, 0) / np.pi
        density = (psi**2 @ filling) / h
        electrostatic = ionic + kernel @ density
        residual = electrostatic + v_xc(density) - potential
        if np.max(np.abs(residual)) < 2e-6:
            converged = True
            break
        potential = potential + 0.5 * update @ residual
    assert converged, "slab self-consistency not reached"
    assert abs(electrostatic[0]) < 1e-5 and abs(electrostatic[-1]) < 1e-5
    inner = np.abs(z) < spacing            # two whole interior periods
    vbar = electrostatic[inner].mean()
    relax = vbar - frozen[inner].mean()
    # the same shift from the charge on one side only
    change = density - uniform
    one_sided = np.mean([
        -4 * np.pi * (h * np.sum(np.clip(z - z0, 0, None) * change)
                      + change[i] * h**2 / 8)
        for i, z0 in zip(np.where(inner)[0], z[inner])])
    assert abs(one_sided - relax) < 1e-4
    return {"W": -fermi, "vbar": vbar, "mu": fermi - vbar, "relax": relax,
            "thick": layers * spacing}


faces = {"110": (A_BCC / np.sqrt(2), 28, (12, 15)),
         "100": (A_BCC / 2, 20, (17, 21))}
unrelaxed, results = {}, {}
for face, (spacing, points, layer_counts) in faces.items():
    _, z, uniform, kernel, ionic = build_slab(spacing, 6, 200, 2.0)
    direct = (ionic + kernel @ uniform)[np.abs(z) < spacing].mean()
    assert abs(direct - cell_mean_formula(RC, spacing**2 / 12)) < 2e-5
    unrelaxed[face] = direct
    results[face] = [solve_slab(spacing, n, points) for n in layer_counts]

scatter = max(abs(r[0]["W"] - r[1]["W"]) for r in results.values())
work = {f: np.mean([x["W"] for x in r]) for f, r in results.items()}
bulk = {f: np.mean([x["mu"] for x in r]) for f, r in results.items()}
for runs in results.values():
    for run in runs:
        assert abs(run["mu"] - MU_BULK) < 0.1 / EV   # finite slab, layering
face_difference = work["110"] - work["100"]
assert abs(face_difference) > 2 * scatter
assert abs(face_difference) > 2 * abs(bulk["110"] - bulk["100"])

# -------------------------------------------------------------------- output
print(f"valence Z = {Z:.0f}, sphere radius S = {S:.2f} bohr, core RC = {RC:.2f} bohr")
print(f"bcc lattice constant = {A_BCC:.4f} bohr")
print(f"cell volume = {OMEGA:.3f} bohr^3")
print(f"electron density n0 = {N0:.6f} bohr^-3")
print(f"Fermi wavevector = {KF:.5f} bohr^-1")
print(f"one hartree = {EV:.5f} eV")
print(f"kF^2/2 = {KF**2 / 2 * EV:.3f} eV")
print(f"v_xc(n0) = {VXC0 * EV:.3f} eV")
print(f"bulk E_F - vbar, first order = {MU_BULK * EV:.3f} eV")
print(f"point ions: ASA mean potential = {mean_point * EV:.3f} eV")
print(f"point ions: same offset from bcc Ewald sum = {offset_lattice * EV:.3f} eV")
print(f"empty-core ions: ASA mean potential = {mean_asa * EV:.3f} eV")
print(f"touching muffin-tin radius = {r_touch:.4f} bohr")
print(f"interstitial mean (electrostatic, ASA zero) = {interstitial * EV:.3f} eV")
print(f"band bottom, first order, ASA zero = {bottom_first_order * EV:.3f} eV")
print(f"band bottom, radial solution, ASA zero = {bottom * EV:.3f} eV")
print(f"kinetic energy of band-bottom state = {kinetic * EV:.3f} eV")
print(f"E_F from ASA zero = {ef_asa * EV:.3f} eV")
print(f"E_F from zero-mean electrostatic potential = {ef_zero_mean * EV:.3f} eV")
print(f"E_F from muffin-tin zero = {ef_muffin_tin * EV:.3f} eV")
for face, runs in results.items():
    print(f"({face}) layer spacing = {faces[face][0]:.4f} bohr")
    print(f"({face}) unrelaxed vbar from vacuum = {unrelaxed[face] * EV:.3f} eV")
    for layers, run in zip(faces[face][2], runs):
        print(f"({face}) {layers} layers, thickness {run['thick']:.2f} bohr:"
              f" W = {run['W'] * EV:.3f} eV")
        print(f"   vbar = {run['vbar'] * EV:.3f} eV,"
              f" relaxation shift = {run['relax'] * EV:.3f} eV,"
              f" E_F - vbar = {run['mu'] * EV:.3f} eV")
    print(f"({face}) mean W = {work[face] * EV:.3f} eV,"
          f" mean E_F - vbar = {bulk[face] * EV:.3f} eV")
print(f"W(110) - W(100) = {face_difference * EV:.3f} eV")
print(f"largest change of W with thickness = {scatter * EV:.3f} eV")
print("every check passed")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 198, in <module>
    results[face] = [solve_slab(spacing, n, points) for n in layer_counts]
                    ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
  File "check.py", line 198, in <listcomp>
    results[face] = [solve_slab(spacing, n, points) for n in layer_counts]
                     ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
  File "check.py", line 174, in solve_slab
    assert converged, "slab self-consistency not reached"
AssertionError: slab self-consistency not reached
```

The author's reading of the failure: The fault was in the program's self-consistency step, not in the physics. The screening estimate held the Fermi level fixed, although the slab has a fixed number of electrons; it therefore screened away almost all of any uniform shift of the interior potential relative to vacuum, which is the very quantity being sought, and the iteration stalled. The estimate now lets the Fermi level follow such a shift, and the update also uses the preceding iterations (Anderson mixing) with a smaller basic step. The tested quantities, tolerances, convergence threshold and iteration limit are unchanged, and a failure to converge would now also report the remaining residual.

The change:

```diff
@@ -151,9 +151,14 @@
     frozen = ionic + kernel @ uniform
     potential = frozen + v_xc(uniform)
-    # Thomas-Fermi screening turns the residual into a stable update
+    # Thomas-Fermi screening at fixed electron number: the Fermi level follows
+    # a uniform shift of the interior, which is therefore left unscreened
     lap = (2 * np.eye(size) - np.eye(size, k=1) - np.eye(size, k=-1)) / h**2
-    screen = np.diag(4 * KF / np.pi * uniform / N0)
+    inside = uniform / N0
+    screen = 4 * KF / np.pi * (np.diag(inside)
+                               - np.outer(inside, inside) / inside.sum())
     update = np.linalg.solve(lap + screen, lap)
     hop = np.full(size - 1, -0.5 / h**2)
+    past_potentials, past_steps = [], []
+    mix = 0.3
     converged = False
     for _ in range(350):
@@ -168,9 +173,19 @@
         electrostatic = ionic + kernel @ density
         residual = electrostatic + v_xc(density) - potential
-        if np.max(np.abs(residual)) < 2e-6:
+        error = np.max(np.abs(residual))
+        if error < 2e-6:
             converged = True
             break
-        potential = potential + 0.5 * update @ residual
-    assert converged, "slab self-consistency not reached"
+        step = update @ residual
+        past_potentials = (past_potentials + [potential])[-7:]
+        past_steps = (past_steps + [step])[-7:]
+        new_potential = potential + mix * step
+        if len(past_steps) > 3:            # Anderson mixing
+            d_step = np.diff(np.array(past_steps), axis=0).T
+            d_pot = np.diff(np.array(past_potentials), axis=0).T
+            coeff = np.linalg.lstsq(d_step, step, rcond=1e-8)[0]
+            new_potential = new_potential - (d_pot + mix * d_step) @ coeff
+        potential = new_potential
+    assert converged, f"slab not self-consistent, residual {error:.2e} hartree"
     assert abs(electrostatic[0]) < 1e-5 and abs(electrostatic[-1]) < 1e-5
     inner = np.abs(z) < spacing            # two whole interior periods
```

Output now:

```
valence Z = 1, sphere radius S = 4.00 bohr, core RC = 1.70 bohr
bcc lattice constant = 8.1239 bohr
cell volume = 268.083 bohr^3
electron density n0 = 0.003730 bohr^-3
Fermi wavevector = 0.47979 bohr^-1
one hartree = 27.21139 eV
kF^2/2 = 3.132 eV
v_xc(n0) = -5.176 eV
bulk E_F - vbar, first order = -2.044 eV
point ions: ASA mean potential = -2.041 eV
point ions: same offset from bcc Ewald sum = -1.985 eV
empty-core ions: ASA mean potential = -0.198 eV
touching muffin-tin radius = 3.5178 bohr
interstitial mean (electrostatic, ASA zero) = -0.049 eV
band bottom, first order, ASA zero = -5.374 eV
band bottom, radial solution, ASA zero = -5.524 eV
kinetic energy of band-bottom state = 0.116 eV
E_F from ASA zero = -2.242 eV
E_F from zero-mean electrostatic potential = -2.044 eV
E_F from muffin-tin zero = 2.984 eV
(110) layer spacing = 5.7445 bohr
(110) unrelaxed vbar from vacuum = 0.089 eV
(110) 12 layers, thickness 68.93 bohr: W = 2.925 eV
   vbar = -0.858 eV, relaxation shift = -0.948 eV, E_F - vbar = -2.067 eV
(110) 15 layers, thickness 86.17 bohr: W = 2.904 eV
   vbar = -0.844 eV, relaxation shift = -0.933 eV, E_F - vbar = -2.060 eV
(110) mean W = 2.914 eV, mean E_F - vbar = -2.063 eV
(100) layer spacing = 4.0620 bohr
(100) unrelaxed vbar from vacuum = 0.966 eV
(100) 17 layers, thickness 69.05 bohr: W = 2.687 eV
   vbar = -0.623 eV, relaxation shift = -1.588 eV, E_F - vbar = -2.064 eV
(100) 21 layers, thickness 85.30 bohr: W = 2.666 eV
   vbar = -0.606 eV, relaxation shift = -1.571 eV, E_F - vbar = -2.060 eV
(100) mean W = 2.676 eV, mean E_F - vbar = -2.062 eV
W(110) - W(100) = 0.238 eV
largest change of W with thickness = 0.021 eV
every check passed
```
